# Dynamical quadrupoles and the Berry connection in the long-range electron-phonon vertex, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Silicon: a long-range field without a dipole

### What dimensions and symmetry fix

The electron-phonon vertex is the change of an electron's potential energy per unit displacement of an atom, taken between Bloch states. In atomic units, with charges counted in units of $e$, it has the dimension of charge squared over length squared.

Its long-range part is the energy of an electron in the field of the charge set in motion by the displaced atom. That charge has a dipole per unit displacement, $Z$, which is a charge, and a quadrupole per unit displacement, $Q$, which is a charge times a length. One atom per cell of volume $\Omega$ is displaced, so the field carries a factor $1/\Omega$, and the electrons screen it by the dielectric constant $\epsilon$. The wavevector $q$ must supply the missing dimensions:

$$
\frac{Z}{\Omega\epsilon\,q},\qquad \frac{Q}{\Omega\epsilon},\qquad \frac{Z\,\ell}{\Omega\epsilon}.
$$

The first is the dipole term, of order $q^{-1}$. The second is of order $q^0$ and can depend on $\mathbf q$ through its direction $\hat{\mathbf q}$ alone. The third is also of order $q^0$ and needs a length $\ell$. Part 2 shows that this length is the position of the electron relative to the atom, which brings in the Berry connection, together with a length describing local fields.

In silicon, symmetry removes the dipole and nearly fixes the quadrupole. Let $Q_{\alpha\beta\gamma}$ be the $\beta\gamma$ second moment of the charge induced by displacing an atom along $\alpha$. It is symmetric in $\beta\gamma$. The site has tetrahedral symmetry.

- The twofold rotation about $z$ reverses $x$ and $y$, so the indices $x$ and $y$ together must occur an even number of times. The rotations about $x$ and $y$ give the same condition for the other pairs. The numbers of $x$, $y$ and $z$ therefore have equal parity. They add up to three, so each is one.
- The threefold rotation permutes the axes cyclically and makes the surviving components equal.

Hence $Q_{\alpha\beta\gamma}=Q\,|\varepsilon_{\alpha\beta\gamma}|$, where $\varepsilon_{\alpha\beta\gamma}$ is the antisymmetric symbol. The same rotations make the dipole tensor isotropic: displacing an atom along $\alpha$ gives a dipole $Z$ along $\alpha$.

Inversion about a bond centre exchanges the two atoms. It turns a displacement $+\alpha$ of atom 1 into a displacement $-\alpha$ of atom 2, and it reflects the induced charge. A second moment does not change under reflection, so $-Q_2=Q_1$. A first moment changes sign, so $-Z_2=-Z_1$ and the two $Z$ are equal. A uniform translation carries all charge along, and the dipole it produces per cell is the displacement times the total charge of the cell, which is zero. Thus $Z_1+Z_2=0$, and with $Z_1=Z_2$ both vanish.

### Conventions

Atom $\kappa$, at $\boldsymbol\tau_\kappa$ in the cell at the origin, is displaced along $\alpha$ in every cell $\mathbf R$ with phase $e^{i\mathbf q\cdot\mathbf R}$. The phase belongs to the cell, not to the atom; this choice decides where factors $e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}$ appear. The resulting potential energy of an electron is

$$
V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}.
$$

Writing $\mathcal V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ for its periodic factor, the vertex is

$$
g_{mn}(\mathbf k,\mathbf q)=\langle u_{m,\mathbf k+\mathbf q}|\mathcal V|u_{n\mathbf k}\rangle ,
$$

with the $u$ normalized over one cell. The electron has charge $-1$.

### The simplest case: a rigid cloud in a uniform medium

Let the displaced atom create a fixed charge density $\rho_1(\mathbf r)$ per unit displacement, embedded in a uniform medium of dielectric constant $\epsilon$. Summing over cells with the phase above, the Fourier coefficient of the charge at $\mathbf q$ is

$$
\bar\rho(\mathbf q)=\frac1\Omega\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\rho_1(\mathbf r).
$$

Take out the phase of the atomic position and expand the rest of the exponential:

$$
\Omega\bar\rho=e^{-i\mathbf q\cdot\boldsymbol\tau}\int d^3r\left[1-i\mathbf q\cdot(\mathbf r-\boldsymbol\tau)-\tfrac12\big(\mathbf q\cdot(\mathbf r-\boldsymbol\tau)\big)^2+\dots\right]\rho_1 .
$$

The total induced charge vanishes. The other integrals are the dipole vector $\mathbf Z$ and the quadrupole matrix $\mathsf Q$ for the chosen atom and displacement:

$$
\Omega\bar\rho=e^{-i\mathbf q\cdot\boldsymbol\tau}\left[-i\mathbf q\cdot\mathbf Z-\tfrac12\mathbf q\cdot\mathsf Q\cdot\mathbf q+O(q^3)\right].\tag{1}
$$

Poisson's equation gives the electrostatic potential $4\pi\bar\rho/(\epsilon q^2)$. The electron's charge reverses the sign, so its energy coefficient is

$$
S=-\frac{4\pi\bar\rho}{\epsilon q^2}
=\frac{4\pi}{\Omega}\,e^{-i\mathbf q\cdot\boldsymbol\tau}\,
\frac{i\mathbf q\cdot\mathbf Z+\frac12\mathbf q\cdot\mathsf Q\cdot\mathbf q}{\epsilon q^2}.\tag{2}
$$

For $\mathbf Z=0$ the leading term is $2\pi\,\hat{\mathbf q}\cdot\mathsf Q\cdot\hat{\mathbf q}/(\Omega\epsilon)$. It stays finite, yet unless $\mathsf Q$ is a multiple of the unit matrix it has no value at $\mathbf q=0$, because its limit depends on the direction of approach.

Apply this to silicon. Displace the two atoms against each other along $z$, with relative displacement $s$, so that atom 1 moves by $s/2$ and atom 2 by $-s/2$. The derivative with respect to $s$ is half the difference of the two atomic terms. For displacement along $z$ the nonzero components are $Q_{zxy}=Q_{zyx}$, so $\hat{\mathbf q}\cdot\mathsf Q_1\cdot\hat{\mathbf q}=2Q\hat q_x\hat q_y$, and atom 2 gives the opposite. Therefore

$$
S=\frac12\cdot\frac{2\pi}{\Omega\epsilon}\left(2Q\hat q_x\hat q_y+2Q\hat q_x\hat q_y\right)=\frac{4\pi Q}{\Omega\epsilon}\hat q_x\hat q_y .
$$

With $\mathbf q$ in the $xy$ plane at angle $\theta$ from $x$, and $2\cos\theta\sin\theta=\sin2\theta$,

$$
S=\frac{2\pi Q}{\Omega\epsilon}\sin 2\theta .\tag{3}
$$

Two limits can be read off. If both atoms move together, the terms $Q_1$ and $Q_2$ cancel and no $q^0$ field remains. At order $q^0$ the direction dependence in silicon thus belongs to relative, that is optical, displacements. For $\mathbf q$ along $x$ or $y$ the field vanishes, as it must: the twofold rotation about that axis keeps $\mathbf q$ and reverses the displacement.

### From the uniform medium to the crystal

In a crystal the electrons respond on the scale of the cell, and a uniform $\epsilon$ is an assumption. It can be removed. Consider a nonmagnetic insulator with static response and an exchange-correlation kernel $f_{xc}$ that is local in space. The induced electron number density obeys $n=\chi_0V$ and the potential energy obeys

$$
V=V_b+(v+f_{xc})\,n ,
$$

as matrices and vectors in $\mathbf G$. Here $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$, $V_b$ is the bare ionic perturbation, and $\chi_0$ is the response of independent electrons.

One kernel element is singular at $\mathbf q=0$, namely $v_0=4\pi/q^2$. Let $\bar K$ be the kernel without it. The bare perturbation has the corresponding ionic term $-v_0\rho_{\rm ion}$ in its $\mathbf G=0$ coefficient, where $\rho_{\rm ion}$ is the ionic charge coefficient. Let $\bar V_b$ be what remains. Denoting the unit vector of the $\mathbf G=0$ component by $|0\rangle$,

$$
V=\bar V_b+\bar K\chi_0V+S|0\rangle,\qquad S=v_0(n_0-\rho_{\rm ion}).
$$

Move the middle term to the left and invert, with $L=(1-\bar K\chi_0)^{-1}$:

$$
V=L\bar V_b+S\,L|0\rangle .\tag{4}
$$

The number $S$ still contains $n_0$. Acting with $\chi_0$ on (4) and taking the $\mathbf G=0$ component gives

$$
n_0=\bar n_0+\bar\chi_{00}S,\qquad \bar\chi=\chi_0L,\quad \bar n_0=\langle0|\bar\chi\bar V_b\rangle .
$$

Here $\bar n_0$ is the electron density with the macroscopic field switched off, and $\bar\rho=\rho_{\rm ion}-\bar n_0$ is the corresponding total charge. Inserting $n_0$ into the definition of $S$ gives $S=-v_0\bar\rho+v_0\bar\chi_{00}S$, so

$$
S=-\frac{4\pi\bar\rho(\mathbf q)}{q^2-4\pi\bar\chi_{00}(\mathbf q)} .\tag{5}
$$

No small-$q$ expansion has been made. Equation (5) has the structure of (2), with the charge and the screening now defined for the crystal.

### Why the rest is analytic

The response $\chi_0$ is a sum over transitions between occupied states $v$ and empty states $c$, with overlaps in the numerators and $E_v-E_c$ in the denominators. With a gap the denominators do not vanish, and the occupied subspace at $\mathbf k+\mathbf q$ varies analytically with $\mathbf q$. So $\chi_0$ is analytic near $\mathbf q=0$. The same holds for $L$, provided that $1-\bar K\chi_0$ is invertible there, which holds if the crystal is stable against forming a charge modulation with the field off. Then $L\bar V_b$ has one limit at $\mathbf q=0$, whatever the direction. The non-analytic behaviour sits in $S$.

Two properties of the denominator in (5) are needed.

First, its correction is of order $q^2$. An element of $\chi_0$ with $\mathbf G=0$ on one side contains the overlap $\langle u_{v\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle$ or its counterpart with the occupied state at $\mathbf k+\mathbf q$. Both vanish at $\mathbf q=0$ by orthogonality and are of order $q$. In $\bar\chi_{00}=\langle0|\chi_0+\chi_0\bar K\chi_0+\chi_0\bar K\chi_0\bar K\chi_0+\dots|0\rangle$ each term has one such factor at each end. The same conclusion follows without the series from $\bar\chi=\chi_0+\chi_0\bar K(1-\chi_0\bar K)^{-1}\chi_0$.

Second, there is no term of order $q^3$. The static response $\chi_0(\mathbf r,\mathbf r')$ is the second derivative of the energy of independent electrons with respect to the potential at $\mathbf r$ and at $\mathbf r'$, so it is symmetric. The kernel $\bar K$ is symmetric too, and hence $\bar\chi(\mathbf r,\mathbf r')=\bar\chi(\mathbf r',\mathbf r)$. Exchanging the integration variables in its Fourier transform turns $\bar\chi_{00}(\mathbf q)$ into $\bar\chi_{00}(-\mathbf q)$, so it is even. Hence

$$
q^2-4\pi\bar\chi_{00}=\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q+O(q^4).\tag{6}
$$

This matters for polar crystals: a cubic term, multiplied by the dipole, would add another contribution of order $q^0$.

The charge $\bar\rho$ is analytic and vanishes at $\mathbf q=0$, because $\rho_{\rm ion}$ and $\bar n_0$ are both of order $q$. Its Taylor series has the form (1), which now defines $\mathbf Z$ and $\mathsf Q$ as field-off moments. They are real, since a real displacement produces a real density.

A limit checks the result. Put $\bar K=0$, so that the induced density acts on the electrons through the macroscopic field alone. Then $L=1$ and the potential is $\bar V_b+S|0\rangle$. The macroscopic part $S$ is screened by $1-4\pi\chi_{0,00}/q^2$, as in a uniform medium, while the ionic potentials with $\mathbf G\neq0$ in $\bar V_b$ remain unscreened.

### Numbers for silicon

At $\mathbf q\to0$ the vector $L|0\rangle$ tends to $|0\rangle$, because $L|0\rangle=|0\rangle+\bar K\bar\chi|0\rangle$ and $\bar\chi|0\rangle$ is of order $q$. In a gauge where the $u$ vary smoothly with $\mathbf k$, the overlaps tend to $\delta_{mn}$. For energy eigenstates at a degenerate point, such as the top of the valence band at $\mathbf k=0$, they tend instead to a unitary matrix within the degenerate set that depends on the direction of $\mathbf q$. In silicon, where $S$ is finite, the long-range vertex at order $q^0$ in a smooth gauge is therefore $S\delta_{mn}$, the same for each band.

The example uses the local Appelbaum-Hamann pseudopotential, local-density (Dirac) exchange, Wigner correlation, a lattice constant of 10.26 bohr and a plane-wave cutoff of 3 hartree. The response matrices keep 113 reciprocal-lattice vectors. These settings are small, and the values below are not converged reference data. The self-consistent density is computed on 32 $\mathbf k$ points throughout; the meshes quoted below are those of the response. With 256 $\mathbf k$ points the field-off response gives $Q=14.0$ for atom 1 and $\epsilon=11.4$. Along $[110]$, where $\sin2\theta=1$, equation (3) gives

$$
\frac{2\pi\times14.007}{270.01\times11.422}=0.02854\ \text{hartree/bohr}=1.47\ \text{eV/Å},
$$

using 1 hartree/bohr = 51.42 eV/Å.

A conduction state at $\mathbf k=(0.85,0,0)\,2\pi/a$ isolates this term. The twofold rotation about $x$ through an atom maps each sublattice onto itself and maps this nondegenerate state onto itself up to a phase. It reverses the displacement along $z$. The analytic matrix element at $\mathbf q=0$ must then equal its own negative, so it is zero. The whole limiting vertex of this state is quadrupolar.

The direct solution of the Dyson equation, with the divergent Coulomb term retained, tests this. On 108 points it gives 1.517 eV/Å along $[110]$, zero along $x$ to the printed digits, and $-1.313$ eV/Å at $-30^\circ$. Equation (3) predicts $1.5167\sin(-60^\circ)=-1.3135$ eV/Å for the last. For the four valence bands at a general $\mathbf k$ point the vertex changes between $0$ and $-30^\circ$ by $-1.3135$ eV/Å times the unit matrix, with a largest deviation of $4\times10^{-4}$ eV/Å.

The inputs depend strongly on the mesh. From 32 to 256 points $Q$ falls from 23.2 to 14.0 and $\epsilon$ from 17.4 to 11.4, while the vertex along $[110]$ falls less, from 1.59 to 1.47 eV/Å. The dipole charge, zero by the argument above, comes out as $-0.97$, $-0.26$ and $-0.09$ on the three meshes. It does not disturb the comparison, since for displacement along $z$ and $\mathbf q$ in the $xy$ plane $\mathbf q\cdot\mathbf Z=Zq_z=0$.

## Part 2. Polar crystals: the Berry connection

### Symbols and results carried over

An atom at $\boldsymbol\tau$ is displaced with phase $e^{i\mathbf q\cdot\mathbf R}$. Its induced charge, with the macroscopic field off, has first moment $\mathbf Z$ and second moment $\mathsf Q$ about $\boldsymbol\tau$. The cell volume is $\Omega$ and the electronic dielectric tensor is $\boldsymbol\epsilon$. The periodic factor of the electron's potential energy is an analytic part, $L\bar V_b$, plus $S\,\phi$, where $\phi=L|0\rangle$ is the local response to a macroscopic potential and

$$
S=\frac{4\pi}{\Omega}\,e^{-i\mathbf q\cdot\boldsymbol\tau}\,
\frac{i\mathbf q\cdot\mathbf Z+\frac12\mathbf q\cdot\mathsf Q\cdot\mathbf q+O(q^3)}{\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q+O(q^4)} .\tag{7}
$$

In silicon $\mathbf Z=0$, and at order $q^0$ it was enough to set $\phi=1$ and the overlap of Bloch states to $\delta_{mn}$. When $\mathbf Z\ne0$, $S$ begins at order $q^{-1}$. The terms of order $q$ in the phase, in the overlap and in $\phi$ then contribute to the vertex at order $q^0$.

In an insulator the non-analytic part of the vertex sits in $S$, and in silicon, where the dipole vanishes, this leaves a finite, direction-dependent quadrupole term that is the same for each band. For polar crystals it remains to work out the terms of order $q$ in the phase, the Bloch overlap and $\phi$, which multiply the dipole and so contribute at order $q^0$.
